**Second Born scattering and the donor–acceptor mobility asymmetry**

For a Yukawa ion of charge $Ze$, the second Born amplitude $f_2$ is even in $Z$, while its interference with the first amplitude, $2f_1\mathrm{Re}f_2$, is odd and makes donors scatter electrons more strongly at that order. The program asserts the momentum and parameter integrals against quadrature, and the even and odd parts of the exact weak-coupling amplitude against $f_2$ and $f_1$. It also asserts the odd part of the exact transport cross section, an s-wave phase shift from the variable-phase equation, and the coupling at which a bound state appears. At a small fictitious ion charge, the exact mobility asymmetry is asserted to follow the second Born coefficient $c$, and the Friedel sum to reproduce the ion charge. For model silicon at 300 K, $c$ is 0.52 at $10^{19}$ cm⁻³ and 0.40 at $10^{20}$ cm⁻³, against exact Yukawa asymmetries $(\mu_A-\mu_D)/(\mu_A+\mu_D)$ of 0.43 and 0.38, where $\mu_D$ and $\mu_A$ are the donor- and acceptor-limited mobilities. The output also sizes neglected effects: adjusting the screening separately for each sign lowers the acceptor-to-donor mobility ratio at $10^{19}$ cm⁻³ from 2.5 to 1.8. A crude estimate of hole scattering reverses the ordering, so the result is not a direct comparison of n-type and p-type wafers.

## Numerical check

```python
"""Second Born term of a Yukawa ion and the donor/acceptor mobility asymmetry.

Result under test, in units of the screening length 1/kappa:
  potential term 2mV/hbar^2 = G exp(-x)/x,  G = -2 Z/(a kappa),
  F1 = -G/(1+t^2),
  F2 = G^2/(t S) [atan(t/(2S)) + (i/2) ln((S+p t)/(S-p t))],
  S^2 = 1 + 4p^2 + p^2 t^2.
p = k/kappa, t = (momentum transfer)/kappa, Z = ion charge (+1 donor),
a = effective Bohr radius.  F2 is even in Z; the interference term
2 F1 Re F2 in the cross section is odd in Z.
Lengths are in nm, energies in eV, densities in nm^-3 unless labelled.
"""
from math import factorial, pi, sqrt
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import eval_legendre, expit, spherical_jn, spherical_yn

PERMITTIVITY = 11.7
MASS = 0.30
VALLEYS = 6
LATTICE_MOBILITY = 1400.0   # cm2/Vs, rough value for pure silicon at 300 K
H2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18        # eV nm^2
COULOMB = const.e / (4*pi*const.epsilon_0*PERMITTIVITY) * 1e9  # eV nm
MOBILITY_UNIT = const.e / const.hbar * 1e-14                 # nm^2 -> cm2/Vs


def first_amplitude(t, G):
    return -G / (1 + t**2)


def second_amplitude(p, t, G):
    S = np.sqrt(1 + 4*p**2 + p**2*t**2)
    return G**2/(t*S) * (np.arctan(t/(2*S))
                         + 0.5j*np.log((S + p*t)/(S - p*t)))


def born_transport(p, G):
    b = 4*p**2
    return pi*G**2/(2*p**4) * (np.log1p(b) - b/(1 + b))


def interference_transport(p, G):
    """Integral of (1-cos) 2 F1 Re F2 over solid angle."""
    x, w = np.polynomial.legendre.leggauss(64)
    p = np.atleast_1d(p)[:, None]
    t = p*(x + 1)
    f = 2*first_amplitude(t, G)*second_amplitude(p, t, G).real
    return (pi/p**4 * t**3 * f * w * p).sum(axis=1)


def phase_shifts(p, G, l_max=40, step=0.01):
    """Numerov solution started from the power series at the origin."""
    p = np.atleast_1d(np.asarray(p, float))
    l = np.arange(l_max + 1)[:, None]
    p2 = p[None, :]**2
    coeff = [np.ones((l_max + 1, p.size))]
    for j in range(1, 45):
        s = G*sum((-1)**i/factorial(i)*coeff[j-1-i] for i in range(j))
        if j > 1:
            s = s - p2*coeff[j-2]
        coeff.append(s/(j*(j + 2*l + 1)))

    def series(x):
        return sum(c*x**j for j, c in enumerate(coeff))

    def numerov_term(x):
        return step**2/12*(l*(l + 1)/x**2 + (G*np.exp(-x)/x - p2))

    first = 2*l_max + 2
    x = first*step
    u_old, u = series(x), (1 + step/x)**(l + 1)*series(x + step)
    q_old, q = numerov_term(x), numerov_term(x + step)
    last, gap = round(25/step), round(0.3/step)
    for n in range(first + 2, last + 1):
        q_new = numerov_term(n*step)
        u_old, u = u, (2*(1 + 5*q)*u - (1 - q_old)*u_old)/(1 - q_new)
        q_old, q = q, q_new
        if n == last - gap:
            u_inner = u
    z1, z2 = p[None, :]*(last - gap)*step, p[None, :]*last*step
    j1, j2 = z1*spherical_jn(l, z1), z2*spherical_jn(l, z2)
    y1, y2 = z1*spherical_yn(l, z1), z2*spherical_yn(l, z2)
    return np.arctan((u_inner*j2 - u*j1)/(u_inner*y2 - u*y1))


def exact_transport(p, delta):
    l = np.arange(delta.shape[0] - 1)[:, None]
    return 4*pi/p**2*((l + 1)*np.sin(delta[:-1] - delta[1:])**2).sum(axis=0)


def exact_amplitude(p, t, G):
    d = phase_shifts(p, G)[:, 0]
    l = np.arange(d.size)
    cosine = 1 - t**2/(2*p**2)
    return ((2*l + 1)*np.exp(1j*d)*np.sin(d)*eval_legendre(l, cosine)).sum()/p


def electron_gas(density, mass=MASS, temperature=300.0, nodes=48):
    kT = const.k*temperature/const.e
    x, w = np.polynomial.legendre.leggauss(nodes)
    y = 0.5*sqrt(28)*(x + 1)
    unit = sqrt(mass*kT/H2M)
    k, wk = unit*y, 0.5*sqrt(28)*unit*w
    states = 2*VALLEYS/(2*pi**2)*wk*k**2
    eta = brentq(lambda h: (states*expit(h - y**2)).sum() - density, -12, 12)
    occ = expit(eta - y**2)
    slope = occ*(1 - occ)/kT
    kappa = sqrt(4*pi*COULOMB*(states*slope).sum())
    weight = wk*k**4*slope
    return SimpleNamespace(n=density, mass=mass, kT=kT, k=k, wk=wk, eta=eta,
                           slope=slope, kappa=kappa, bohr=2*H2M/(mass*COULOMB),
                           weight=weight/weight.sum())


def coupling(gas, Z, factor=1.0):
    return -2*Z/(gas.bohr*gas.kappa*factor)


def exact_sigma(gas, Z, factor=1.0, **numerics):
    kap = gas.kappa*factor
    p = gas.k/kap
    d = phase_shifts(p, coupling(gas, Z, factor), **numerics)
    return exact_transport(p, d)/kap**2


def mobility(gas, sigma):
    return MOBILITY_UNIT/gas.n*(gas.weight/(gas.k*sigma)).sum()


def exact_pair(gas, Z=1.0, **numerics):
    return [mobility(gas, exact_sigma(gas, s*Z, **numerics)) for s in (1, -1)]


def asymmetry(pair):
    return (pair[1] - pair[0])/(pair[1] + pair[0])


def second_born(gas):
    """First Born mobility and relative shift c caused by the Z^3 term."""
    p, G = gas.k/gas.kappa, coupling(gas, 1)
    s1 = born_transport(p, G)/gas.kappa**2
    s12 = interference_transport(p, G)/gas.kappa**2
    base = gas.weight/(gas.k*s1)
    return mobility(gas, s1), (base*s12/s1).sum()/base.sum()


def displaced_electrons(gas, Z, factor=1.0):
    """Friedel sum: electrons drawn in by an ion of charge Z."""
    d = phase_shifts(gas.k/(gas.kappa*factor), coupling(gas, Z, factor))
    l = np.arange(d.shape[0])[:, None]
    dE = 2*H2M*gas.k/gas.mass*gas.wk
    return 2*VALLEYS/pi*(gas.slope*dE*((2*l + 1)*d).sum(axis=0)).sum()


# ---- momentum integral with an off-shell (decaying) propagator
P, L, decay = 0.8, 1.3, 0.6
direct = quad(lambda s: 4*pi*s**2/(s**2 + decay**2)
              / ((s**2 + P**2 + L**2)**2 - 4*s**2*P**2), 0, np.inf)[0]
assert abs(direct/(pi**2/(L*(P**2 + (L + decay)**2))) - 1) < 1e-7

# ---- parameter integral against the closed second amplitude
p0, t0 = 1.0, 1.2


def parameter_integrand(x):
    lam = sqrt(1 + x*(1 - x)*t0**2)
    return 0.5/(lam*(1 - 2j*p0*lam))


integral = (quad(lambda x: parameter_integrand(x).real, 0, 1)[0]
            + 1j*quad(lambda x: parameter_integrand(x).imag, 0, 1)[0])
assert abs(integral/second_amplitude(p0, t0, 1.0) - 1) < 1e-9

# ---- phase shift from the variable-phase equation
for G in (-1.3, 1.3):
    sol = solve_ivp(lambda x, d: -G*np.exp(-x)/(x*p0)*np.sin(p0*x + d)**2,
                    (1e-8, 30), [0.0], rtol=1e-9, atol=1e-11)
    assert abs(sol.y[0, -1] - phase_shifts(p0, G)[0, 0]) < 1e-6

# ---- parity of the exact amplitude at weak coupling
g = 0.02
f_plus, f_minus = exact_amplitude(p0, t0, g), exact_amplitude(p0, t0, -g)
even_ratio = (f_plus + f_minus)/2/second_amplitude(p0, t0, g)
odd_ratio = (f_plus - f_minus)/2/first_amplitude(t0, g)
assert abs(even_ratio - 1) < 3e-3 and abs(odd_ratio - 1) < 3e-3

# ---- transport cross sections at weak coupling
p_test, g = np.array([0.3, 1.0, 2.5]), 0.05
s_att = exact_transport(p_test, phase_shifts(p_test, -g))
s_rep = exact_transport(p_test, phase_shifts(p_test, g))
assert np.allclose((s_att - s_rep)/2, interference_transport(p_test, -g),
                   rtol=1e-2, atol=0)
assert np.allclose((s_att + s_rep)/2, born_transport(p_test, g),
                   rtol=1e-2, atol=0)

# ---- coupling at which the first bound state appears
ds = 5.5/500
s = (np.arange(500) + 0.5)*ds
root = np.sqrt(np.exp(-s**2)/s**2*2*s*ds)
kernel = root[:, None]*np.minimum.outer(s**2, s**2)*root[None, :]
critical = 1/np.linalg.eigvalsh(kernel)[-1]
assert phase_shifts(0.01, -0.98*critical)[0, 0] > 0
assert phase_shifts(0.01, -1.02*critical)[0, 0] < 0

print(f"weak coupling, even part / second Born: {even_ratio.real:.5f}"
      f" {even_ratio.imag:+.5f}i")
print(f"weak coupling, odd part / first Born: {odd_ratio.real:.5f}"
      f" {odd_ratio.imag:+.5f}i")
print(f"critical |g|/kappa for a bound state: {critical:.3f}")
print(f"inputs: mass {MASS:.2f} m0, permittivity {PERMITTIVITY}, "
      f"valleys {VALLEYS}, T 300 K")

results = {}
for density in (0.01, 0.1):
    gas = electron_gas(density)
    mu1, c = second_born(gas)
    pair = exact_pair(gas)
    results[density] = (gas, mu1, c, pair)
    assert abs(coupling(gas, 1)) < critical and pair[1] > pair[0]
    assert abs(asymmetry(exact_pair(gas, 0.05))/0.05/c - 1) < 0.02
    print(f"--- electron and ion density {density*1e21:.0e} cm^-3")
    print(f"Fermi level above band edge: {gas.eta*gas.kT*1e3:.1f} meV")
    print(f"screening length: {1/gas.kappa:.3f} nm")
    print(f"coupling |g|/kappa: {abs(coupling(gas, 1)):.3f}")
    print(f"first Born mobility, either sign: {mu1:.1f} cm2/Vs")
    print(f"second Born mobility: donor {mu1*(1-c):.1f}, "
          f"acceptor {mu1*(1+c):.1f} cm2/Vs")
    print(f"exact mobility: donor {pair[0]:.1f}, acceptor {pair[1]:.1f} cm2/Vs")
    print(f"asymmetry (A-D)/(A+D): second Born {c:.4f}, "
          f"exact {asymmetry(pair):.4f}")
    print(f"exact ratio acceptor/donor: {pair[1]/pair[0]:.3f}")

gas, mu1, c, pair = results[0.01]
print("--- details at 1e19 cm^-3")
print(f"effective Bohr radius: {gas.bohr:.3f} nm")
fine = exact_pair(electron_gas(0.01, nodes=72), l_max=46, step=0.005)
shift = max(abs(a/b - 1) for a, b in zip(fine, pair))
assert shift < 1e-3
print(f"largest mobility shift on refining the numerics: {shift:.1e} (relative)")
for Z in (0.1, 0.5, 1.0):
    print(f"exact asymmetry / Z at fictitious charge Z={Z}: "
          f"{asymmetry(exact_pair(gas, Z))/Z:.4f}")

# ---- amplitudes at one energy and a right angle
k_one = sqrt(MASS*0.1/H2M)
p_one = k_one/gas.kappa
t_one = sqrt(2)*p_one
print(f"wavenumber at 100 meV: {k_one:.4f} nm^-1")
for name, Z in (("donor", 1), ("acceptor", -1)):
    G = coupling(gas, Z)
    f1 = first_amplitude(t_one, G)/gas.kappa
    f2 = second_amplitude(p_one, t_one, G)/gas.kappa
    fx = exact_amplitude(p_one, t_one, G)/gas.kappa
    print(f"100 meV, 90 deg, {name}: f1 {f1:.4f}, f2 {f2:.4f}, exact {fx:.4f} nm")

energies = np.array([0.025, 0.05, 0.1, 0.2])
p = np.sqrt(MASS*energies/H2M)/gas.kappa
G = coupling(gas, 1)
table = np.array([born_transport(p, G), interference_transport(p, G),
                  exact_transport(p, phase_shifts(p, G)),
                  exact_transport(p, phase_shifts(p, -G))])/gas.kappa**2
for E, row in zip(energies, table.T):
    print(f"{E*1e3:.0f} meV, nm^2: sigma1 {row[0]:.3f}, sigma12 {row[1]:.3f}, "
          f"exact D {row[2]:.3f}, exact A {row[3]:.3f}")
p_zero = brentq(lambda s: born_transport(s, G)
                + interference_transport(s, -G)[0], 0.01, 3)
E_zero = H2M*(p_zero*gas.kappa)**2/MASS
print(f"acceptor sigma1+sigma12 is negative below: {E_zero*1e3:.2f} meV")

# ---- sizes of neglected effects
print("--- neglected effects at 1e19 cm^-3")
assert abs(displaced_electrons(gas, 0.01)/0.01 - 1) < 0.01
charges = [displaced_electrons(gas, Z)/Z for Z in (1, -1)]
print(f"Friedel charge / ion charge: donor {charges[0]:.3f}, "
      f"acceptor {charges[1]:.3f}")
adjusted = []
for Z, low, high in ((1, 0.95, 2.5), (-1, 0.55, 1.1)):
    factor = brentq(lambda h: displaced_electrons(gas, Z, h)/Z - 1,
                    low, high, xtol=1e-4)
    adjusted.append((1/(gas.kappa*factor),
                     mobility(gas, exact_sigma(gas, Z, factor))))
print(f"Friedel-adjusted screening length: donor {adjusted[0][0]:.3f}, "
      f"acceptor {adjusted[1][0]:.3f} nm")
print(f"Friedel-adjusted mobility: donor {adjusted[0][1]:.1f}, "
      f"acceptor {adjusted[1][1]:.1f} cm2/Vs")

# static polarization of the gas as a function of wavevector
dk = gas.k[-1]*1.01/2000
kk = (np.arange(2000) + 0.5)*dk
occupation = expit(gas.eta - H2M*kk**2/(MASS*gas.kT))
qq = 2*dk*np.arange(1, 2001, 8)
polarization = np.array([(kk*occupation*np.log(abs((q + 2*kk)/(q - 2*kk)))).sum()
                         / q for q in qq])/occupation.sum()
assert abs(polarization[0] - 1) < 0.02
x, w = np.polynomial.legendre.leggauss(64)
q = gas.k[:, None]*(x + 1)
screen = gas.kappa**2*np.interp(q, qq, polarization)
s_q = (pi*(2/gas.bohr)**2/gas.k[:, None]**4
       * q**3/(q**2 + screen)**2*w*gas.k[:, None]).sum(axis=1)
print(f"first Born mobility with q-dependent screening: "
      f"{mobility(gas, s_q):.1f} cm2/Vs")

for label, other in (("mass 0.26 m0", electron_gas(0.01, mass=0.26)),
                     ("mass 0.32 m0", electron_gas(0.01, mass=0.32)),
                     ("400 K", electron_gas(0.01, temperature=400.0))):
    m = exact_pair(other)
    print(f"{label}: donor {m[0]:.1f}, acceptor {m[1]:.1f} cm2/Vs, "
          f"ratio {m[1]/m[0]:.3f}")
total = [1/(1/m + 1/LATTICE_MOBILITY) for m in pair]
print(f"with rough lattice mobility {LATTICE_MOBILITY:.0f}: donor {total[0]:.1f}, "
      f"acceptor {total[1]:.1f} cm2/Vs")
sigma_d, sigma_a = exact_sigma(gas, 1), exact_sigma(gas, -1)
print(f"acceptors plus holes as fixed positive centres: "
      f"{mobility(gas, sigma_d + sigma_a):.1f} cm2/Vs")
for density, (gg, _, _, _) in results.items():
    kl = (gg.weight*gg.k/exact_sigma(gg, 1)).sum()/gg.n
    print(f"{density*1e21:.0e} cm^-3: ions per screening sphere "
          f"{4*pi/3*gg.n/gg.kappa**3:.3f}, donor k*path {kl:.2f}")
print("checks complete")
```

It prints:

```
weak coupling, even part / second Born: 0.99999 +0.00005i
weak coupling, odd part / first Born: 0.99997 +0.00006i
critical |g|/kappa for a bound state: 1.680
inputs: mass 0.30 m0, permittivity 11.7, valleys 6, T 300 K
--- electron and ion density 1e+19 cm^-3
Fermi level above band edge: -19.7 meV
screening length: 1.381 nm
coupling |g|/kappa: 1.339
first Born mobility, either sign: 506.6 cm2/Vs
second Born mobility: donor 244.8, acceptor 768.3 cm2/Vs
exact mobility: donor 337.4, acceptor 845.5 cm2/Vs
asymmetry (A-D)/(A+D): second Born 0.5167, exact 0.4296
exact ratio acceptor/donor: 2.506
--- electron and ion density 1e+20 cm^-3
Fermi level above band edge: 71.2 meV
screening length: 0.619 nm
coupling |g|/kappa: 0.600
first Born mobility, either sign: 305.6 cm2/Vs
second Born mobility: donor 183.1, acceptor 428.0 cm2/Vs
exact mobility: donor 201.5, acceptor 444.7 cm2/Vs
asymmetry (A-D)/(A+D): second Born 0.4007, exact 0.3764
exact ratio acceptor/donor: 2.207
--- details at 1e19 cm^-3
effective Bohr radius: 2.064 nm
largest mobility shift on refining the numerics: 1.5e-09 (relative)
exact asymmetry / Z at fictitious charge Z=0.1: 0.5157
exact asymmetry / Z at fictitious charge Z=0.5: 0.4923
exact asymmetry / Z at fictitious charge Z=1.0: 0.4296
wavenumber at 100 meV: 0.8874 nm^-1
100 meV, 90 deg, donor: f1 0.4617, f2 0.1051+0.3090j, exact 0.3930+0.3815j nm
100 meV, 90 deg, acceptor: f1 -0.4617, f2 0.1051+0.3090j, exact -0.3057+0.1986j nm
25 meV, nm^2: sigma1 12.061, sigma12 10.222, exact D 26.177, exact A 5.747
50 meV, nm^2: sigma1 6.064, sigma12 3.802, exact D 10.113, exact A 3.342
100 meV, nm^2: sigma1 2.593, sigma12 1.085, exact D 3.569, exact A 1.682
200 meV, nm^2: sigma1 0.977, sigma12 0.250, exact D 1.182, exact A 0.736
acceptor sigma1+sigma12 is negative below: 14.48 meV
--- neglected effects at 1e19 cm^-3
Friedel charge / ion charge: donor 1.377, acceptor 0.826
Friedel-adjusted screening length: donor 1.179, acceptor 1.517 nm
Friedel-adjusted mobility: donor 415.3, acceptor 732.9 cm2/Vs
first Born mobility with q-dependent screening: 377.1 cm2/Vs
mass 0.26 m0: donor 401.5, acceptor 968.6 cm2/Vs, ratio 2.412
mass 0.32 m0: donor 313.1, acceptor 795.9 cm2/Vs, ratio 2.542
400 K: donor 393.4, acceptor 819.4 cm2/Vs, ratio 2.083
with rough lattice mobility 1400: donor 271.9, acceptor 527.1 cm2/Vs
acceptors plus holes as fixed positive centres: 236.7 cm2/Vs
1e+19 cm^-3: ions per screening sphere 0.110, donor k*path 16.46
1e+20 cm^-3: ions per screening sphere 0.099, donor k*path 12.10
checks complete
```
